# The k-spacing that resolves thermal transport weights at 300 K

## Problem

A metal's conductivity, thermopower and electronic heat conduction are computed by summing over a uniform k mesh, with no interpolation and no added smearing. Each sum contains the thermal factor \(-\partial f/\partial E\), which is narrow at room temperature.

(a) Find the full width at half maximum of this factor, and the energies at which the thermopower and heat-conduction weights peak.

(b) Estimate the mesh spacing \(\Delta k\) that keeps the error of each quantity below 1% at 300 K. Take free-electron values with \(\mu=5.0\) eV, a relaxation time independent of energy, and a simple cubic cell of edge 4.0 Å. Treat first the demanding case of a flat piece of Fermi surface perpendicular to a mesh axis, then a sphere.

## Solution

### The three weights

Let \(x=(E-\mu)/kT\), where \(k\) next to \(T\) is Boltzmann's constant. With \(f=1/(e^x+1)\),

\[
w(x)=-\frac{df}{dx}=\frac{e^x}{(e^x+1)^2}=\frac{1}{(e^{x/2}+e^{-x/2})^2}=\frac{1}{4\cosh^2(x/2)} .
\]

If \(\sigma(E)\) is the conductivity contributed at energy \(E\), the transport integrals are

\[
K_n=\int x^n\,w(x)\,\sigma(E)\,dx .
\]

The conductivity is \(K_0\). The thermopower of electrons, with charge \(-e\), is \(S=-(k/e)K_1/K_0\). Heat conduction at zero electric current is proportional to \(K_2-K_1^2/K_0\). The three weights are therefore \(w\), \(xw\) and \(x^2w\).

**Width.** The maximum is \(w(0)=1/4\). Half of it is reached when \(\cosh^2(x/2)=2\), so \(x/2=\pm\ln(1+\sqrt2)\). The full width is

\[
4\ln(1+\sqrt2)=3.53 ,
\]

or 3.53 \(kT\) in energy. The weight between \(-a\) and \(a\) is \(f(-a)-f(a)=\tanh(a/2)\). At the half-maximum points \(\cosh(a/2)=\sqrt2\) and \(\sinh(a/2)=1\), so this is \(1/\sqrt2\), or 70.7%.

**Peaks.** For \(x>0\), setting the logarithmic derivative of \(x^nw\) to zero gives

\[
\frac{n}{x}-\tanh\frac{x}{2}=0,\qquad\text{or}\qquad x\tanh\frac{x}{2}=n .
\]

The numerical roots are \(x=1.54\) for \(n=1\) and \(x=2.40\) for \(n=2\). The heat weight has equal peaks on both sides of \(\mu\). The thermopower weight is odd: it has a positive lobe above \(\mu\) and an equal negative lobe below.

These numbers show which energies matter. Only 18.4% of the heat weight lies inside the 3.53 \(kT\) window, so states well outside it must be included. They do not yet fix a mesh spacing, which also depends on the carrier speed, the tolerance and the shape of the Fermi surface.

### From k-spacing to energy step

Along the normal to a flat Fermi sheet, the energy near \(\mu\) is \(E=\mu+\hbar v(k_\perp-k_0)\), with \(v\) taken as constant over several \(kT\). Neighbouring mesh points then differ by

\[
h=\frac{\hbar v\,\Delta k}{kT}
\]

in the variable \(x\). They lie at \(x_j=u+jh\), where the offset \(u\) depends on where the sheet falls between mesh points. If the normal is along a mesh axis, all parallel mesh lines share the same \(u\), and their errors do not average out.

The integral of \(x^nw\) is thus replaced by

\[
M_n(u)=h\sum_j x_j^n\,w(x_j).
\]

### Error of the sum

\(M_n(u)\) is periodic in \(u\) with period \(h\), so it has a Fourier series. Put \(q=2\pi/h\). In the coefficient of \(e^{imqu}\), the integral over one period and the sum over \(j\) join into one integral over all \(x\):

\[
M_n(u)=\sum_{m=-\infty}^{\infty}e^{imqu}\int_{-\infty}^{\infty}x^n\,w(x)\,e^{-imqx}\,dx .
\]

The term \(m=0\) is the wanted integral; the others are the mesh error. They require

\[
F(t)=\int_{-\infty}^{\infty}w(x)\,e^{itx}\,dx .
\]

To find \(F\) for \(t>0\), compare the integral along the real axis with that along the line \(\mathrm{Im}\,x=2\pi\). Since \(w(x+2\pi i)=w(x)\), the second is \(e^{-2\pi t}F(t)\). Between the lines there is one pole, at \(x=i\pi\). With \(x=i\pi+z\),

\[
w=-\frac{1}{4\sinh^2(z/2)}=-\frac{1}{z^2}+\frac{1}{12}+\dots,\qquad
e^{itx}=e^{-\pi t}(1+itz+\dots).
\]

The residue is \(-it\,e^{-\pi t}\). The ends of the contour contribute nothing because \(w\) decays as \(e^{-|x|}\). Hence

\[
F(t)\,(1-e^{-2\pi t})=2\pi i\,(-it\,e^{-\pi t})=2\pi t\,e^{-\pi t},
\qquad F(t)=\frac{\pi t}{\sinh\pi t}.
\]

Near \(t=0\), \(F=1-\pi^2t^2/6+\dots\). Each derivative with respect to \(t\) brings down a factor \(ix\), so the moments of \(w\) are

\[
L_0=F(0)=1,\qquad L_1=0,\qquad L_2=-F''(0)=\frac{\pi^2}{3}.
\]

The same rule gives the integral of \(x^nwe^{itx}\) as \((-i)^nF^{(n)}(t)\). Keeping the largest error terms, \(m=\pm1\), and using that \(F\) and \(F''\) are even while \(F'\) is odd,

\[
\begin{aligned}
M_0-1&\simeq 2F(q)\cos qu,\\
M_1&\simeq -2F'(q)\sin qu,\\
M_2-\pi^2/3&\simeq -2F''(q)\cos qu .
\end{aligned}
\]

Now let \(y=\pi q=2\pi^2/h\). For \(y\) well above 1, \(\sinh y\simeq e^y/2\), so \(F\simeq2ye^{-y}\). Differentiating with \(d/dt=\pi\,d/dy\),

\[
F'\simeq-2\pi(y-1)e^{-y},\qquad F''\simeq2\pi^2(y-2)e^{-y}.
\]

The worst relative errors over \(u\) are therefore

\[
\varepsilon_\sigma\simeq4y\,e^{-y},\qquad
\varepsilon_{\rm heat}\simeq\frac{2|F''|}{\pi^2/3}\simeq12(y-2)e^{-y}.
\]

### Why thermopower is more demanding

Over the thermal window, write \(\sigma(E)=\sigma_0(1+sx)\), with \(s=kT\,d\ln\sigma/dE\) at \(\mu\). The continuum result is

\[
\frac{K_1}{K_0}=\frac{L_1+sL_2}{L_0+sL_1}=\frac{\pi^2}{3}s .
\]

The constant part of \(\sigma(E)\) contributes nothing, because the two lobes of \(xw\) cancel. On the mesh they leave the residue \(M_1\), which competes with the small number \((\pi^2/3)s\):

\[
\varepsilon_S\simeq\frac{2|F'(q)|}{(\pi^2/3)s}\simeq\frac{12(y-1)e^{-y}}{\pi s}.
\]

This keeps the cancellation error and drops the smaller relative errors of \(M_0\) and \(M_2\). The factor \(1/s\) makes thermopower the most demanding quantity here, although its weight peaks closer to \(\mu\) than the heat weight.

### Numbers at 300 K

Here \(kT=25.85\) meV. For free electrons \(v=\sqrt{2\mu/m}=1.326\times10^6\) m/s, so \(\hbar v=8.729\) eV Å. With a constant relaxation time, \(\sigma(E)\) is proportional to the squared speed times the density of states, hence to \(E\cdot E^{1/2}=E^{3/2}\). This gives

\[
s=\frac{3kT}{2\mu}=\frac{1.5\times0.02585}{5.0}=0.00776,\qquad \frac{\pi^2}{3}s=0.0255,
\]

and \(|S|=2.2\) μV/K. The flat-sheet estimate borrows these values of \(v\) and \(s\) as model parameters. The slope is that of the sphere. A flat sheet with free-electron dispersion along its normal has a density of states proportional to \(1/v\), so \(\sigma(E)\propto v\propto E^{1/2}\) and \(s=kT/2\mu=0.00259\), three times smaller. For such a sheet the 358 divisions found below leave a thermopower error of 3%, and 1% needs \(h=1.36\), \(\Delta k=0.0040\) Å⁻¹, or 390 divisions; the conductivity and heat spacings are unchanged.

The term \(K_1^2/K_0\) in heat conduction is a fraction \((\pi^2/3)s^2\), about 0.02%, of \(K_2\). The heat integral \(K_2\) alone is therefore sufficient for a 1% estimate.

For the conductivity, \(4ye^{-y}=0.01\) becomes \(y=\ln(400y)\). Starting from \(y=8\), repeated substitution gives 8.07 and then 8.08, so

\[
h=\frac{2\pi^2}{8.08}=2.44 .
\]

The same procedure gives \(y=9.04\), \(h=2.18\) for heat and \(y=13.32\), \(h=1.48\) for thermopower. The spacing follows from \(\Delta k=h\,kT/(\hbar v)\). For thermopower,

\[
\Delta k=\frac{1.482\times0.02585\ \text{eV}}{8.729\ \text{eV Å}}=0.0044\ \text{Å}^{-1}=0.0023\ \text{bohr}^{-1}.
\]

Here \(k\) includes the factor \(2\pi\): the reciprocal cell has edge \(2\pi/a\), and the number of divisions per axis is \(2\pi/(a\,\Delta k)\), rounded up.

| 1% target, flat sheet | \(h\) | \(\Delta k\) (Å⁻¹) | Divisions per axis |
|---|---:|---:|---:|
| Conductivity | 2.44 | 0.0072 | 218 |
| Heat integral | 2.18 | 0.0065 | 243 |
| Thermopower | 1.48 | 0.0044 | 358 |

Direct sums over all offsets, tested at these three steps, reproduce the 1% target to within 3% of its value.

### A curved Fermi surface

For a sphere, different mesh lines meet the surface at different offsets, and much of the error cancels. The three-dimensional form of the Fourier argument gives error terms

\[
\int g(\mathbf k)\,e^{i\mathbf k\cdot\mathbf R}\,d^3k
=\int_0^\infty4\pi k^2g(k)\,\frac{\sin kR}{kR}\,dk ,
\]

where \(g\) is the summed function and the shortest nonzero vectors \(\mathbf R\) are six of length \(R=2\pi/\Delta k\). Near the surface \(k=k_F+x\,kT/(\hbar v)\), so \(kR=k_FR+qx\). For the conductivity, treat the smooth factors as constant across the window. The part of the sine odd in \(x\) integrates to zero, and the even part gives \(F(q)\). The six terms together give the relative error

\[
\frac{6F(q)}{k_FR}\sin k_FR .
\]

The exponential is the same as for the flat sheet, but the amplitude is smaller by \(3/(k_FR)\). At \(h=2\), with \(k_F=1.146\) Å⁻¹, this predicts an error of 0.00050%. A direct three-dimensional sum, scanning \(\mu\) through one mesh period, gives 0.00051%.

The next table lists the largest relative errors found by direct summation. The sphere entries come from 24 values of \(\mu\) across one mesh period; at the coarsest step they can change by some tens of percent with the exact step and scan.

| \(h\) | Surface | Conductivity (%) | Thermopower (%) | Heat integral (%) |
|---:|---|---:|---:|---:|
| 1.48 | flat | 0.009 | 1.0 | 0.022 |
| 1.48 | sphere | 0.00002 | 0.002 | 0.00004 |
| 2.00 | flat | 0.20 | 23 | 0.49 |
| 2.00 | sphere | 0.0005 | 0.06 | 0.001 |
| 3.53 | flat | 8.4 | 840 | 16 |
| 3.53 | sphere | 0.04 | 4.1 | 0.07 |

The last pair of rows has one mesh point per full width of the conduction window, or 151 divisions per axis. On the sphere this is enough for 1% accuracy in conductivity and heat, but not in thermopower. The finer step \(h=2.00\), or \(\Delta k=0.0059\) Å⁻¹, is enough on the sphere for all three; the thermopower error there falls below 1% near \(h=2.8\), which is \(\Delta k\approx0.0083\) Å⁻¹ or about 190 divisions per axis. On the flat sheet, \(h=2.00\) is enough for conductivity and heat but not for thermopower, while one point per full width fails for all three. At that coarser step the false first moment can reach about eight times the true one, and since it varies as \(\sin qu\), even the sign of the thermopower can be wrong.

### Using the estimate

For a surface that may contain flat parts facing a mesh axis, the estimate for all three quantities is an energy step of \(1.48\,kT\), or 38 meV, with the slope \(s\) used here; a smaller \(s\) requires a finer step, for example \(1.36\,kT\), or 35 meV, for \(s=0.00259\). For the free-electron sphere of this example it is conservative. Because the error falls essentially as \(e^{-2\pi^2/h}\), a modest refinement helps greatly: on the flat sheet, going from \(h=2.00\) to 1.48 lowers the thermopower error from 23% to 1%.

For a flat sheet at fixed \(v\) and tolerance, the spacing for conductivity and heat is proportional to \(T\). For thermopower it shrinks somewhat faster on cooling, because \(s\) is also proportional to \(T\) and a smaller \(s\) requires a larger \(y\).

The estimate assumes that \(v\) and the slope of \(\sigma(E)\) change little over several \(kT\). A band edge, a point of vanishing velocity or a sharply energy-dependent scattering rate near \(\mu\) breaks that assumption, and the mesh must then resolve the new feature as well. The sphere used here is an empty-lattice idealization: \(k_F=1.146\) Å⁻¹ exceeds the distance to the zone faces, \(\pi/a=0.785\) Å⁻¹, and to the zone edges, \(\sqrt2\,\pi/a=1.111\) Å⁻¹. In a real crystal gaps open where the surface cuts the zone faces, and the sphere errors do not carry over directly. These percentages concern the mesh sum alone; they do not measure the accuracy of the bands or of the constant relaxation time. The full values are in the numerical output below.

## Calculated quantities

```
window full width at half maximum: 3.5255 kT
thermopower weight peak: 1.5434 kT from mu
heat weight peak: 2.3994 kT from mu
conduction weight inside full width: 70.7 %
heat weight inside full width: 18.4 %
temperature: 300 K; kT: 25.85 meV
mu: 5.0 eV; cubic cell edge: 4.0 angstrom
Fermi speed: 1.3262e+06 m/s; hbar*v: 8.729 eV angstrom
Fermi wavevector: 1.1456 1/angstrom
slope s: 0.00776; (pi^2/3)s: 0.02551
thermopower magnitude, leading order: 2.199 microvolt/K
zero-current heat correction: 0.0198 %
flat sheet, spacing for 1 % worst error:
  conductivity: h = 2.443, step 63.1 meV, dk = 0.00723 1/angstrom, 218 divisions per axis
  thermopower: h = 1.482, step 38.3 meV, dk = 0.00439 1/angstrom, 358 divisions per axis
  heat integral: h = 2.183, step 56.4 meV, dk = 0.00647 1/angstrom, 243 divisions per axis
thermopower dk converted: 0.00232 1/bohr
one point per full width: dk = 0.01044 1/angstrom, 151 divisions per axis
worst errors in %: conductivity, thermopower, heat integral
  h = 1.482 flat sheet: 0.00878, 1, 0.0224
  h = 1.482 sphere: 1.65e-05, 0.00187, 4.19e-05
  h = 2.000 flat sheet: 0.204, 22.6, 0.489
  h = 2.000 sphere: 0.000511, 0.0571, 0.00122
  h = 3.525 flat sheet: 8.35, 841, 16.1
  h = 3.525 sphere: 0.0352, 4.12, 0.068
sphere conductivity error at h = 2, formula: 0.000504 %
```
